Moments and rectangular width of the canonical d band

**Problem**

A crystal has one atom per primitive cell. In the atomic-sphere approximation (ASA) each cell is replaced by a sphere of the same volume, whose radius w is the Wigner-Seitz radius. Between the spheres the kinetic energy is set to zero, so the tail of an orbital obeys the Laplace equation. For a d orbital centred at the origin the tail is

(w/r)³ Y_m(r̂), m = 1, …, 5,

where the Y_m are the five real, normalised l = 2 harmonics. Near another site, at the lattice vector R, write r = R + ρ. The l = 2 part of the tail about that site defines a 5×5 matrix S(R):

l = 2 part = −(1/10) Σ_m' (ρ/w)² Y_m'(ρ̂) S_m'm(R).

The factor 10 is 2(2l+1) for l = 2, a convention that fixes the scale of S. The canonical d bands are the five eigenvalues S_i(k) of

S(k) = Σ_{R≠0} e^{ik·R} S(R).

Coupling to s, p and f waves is left out. All quantities are dimensionless. With d = |R|, and with averages taken over the five bands and the Brillouin zone:

(a) Show that the mean of S is zero and that its mean square is 1400 Σ_{R≠0} (w/d)¹⁰.

(b) Replace the band by a rectangular density of states with the same mean and mean square. Find its width W for the fcc and bcc lattices, and explain which is wider.

**Why these eigenvalues are energy bands**

Inside its own sphere, the radial solution φ at energy E is matched in value and slope, at r = w, to

(w/r)³ − (P/10)(r/w)².

This matching defines the potential function P(E). A muffin-tin orbital must join smoothly to the tail (w/r)³ alone, so inside the sphere it is φ + (P/10)(r/w)², times Y_m. The second term is a surplus that does not solve the Schrödinger equation there.

Now superpose the orbitals of all sites with amplitudes e^{ik·R} u_m. In the sphere at the origin, the l = 2 tails from the other sites add up to −(1/10)(r/w)² Σ_m' Y_m' Σ_m S_m'm(k) u_m. They must cancel the surplus, which requires

Σ_m [P(E) δ_m'm − S_m'm(k)] u_m = 0.

(The vector from the site R to the origin is −R; it is shown below that S(−R) = S(R).) The energies therefore follow from P(E) = S_i(k). The atom enters through P, the structure through S. The site R = 0 is absent from the sum because a tail is expanded only in other spheres.

If P is close to a straight line over the band, P = (E − C)/Δ, then E = C + Δ S_i(k). The mean of S then locates the band centre relative to C, and ΔW is a width in energy. Where P is noticeably curved, the energy band is a distorted image of the canonical one.

**First estimate by scaling**

An orbital that points along a bond of length d has a tail that varies along the bond as (d + ζ)⁻³, where ζ is the displacement from the neighbour. The l = 2 part is of second order in the displacement, and the second-order term of (d + ζ)⁻³ is 6ζ²/d⁵. With the factor 10 of the definition, one bond has a strength of about

60 (w/d)⁵.

The phases e^{ik·R} of different bonds vary with k, so take the contributions of z nearest neighbours to add in squares. The typical size of an eigenvalue is then √z · 60 (w/d)⁵. If the levels spread by this amount to either side of zero,

W_est ≈ 2 · 60 · √z (w/d)⁵.

The radius w follows from the volume per atom. The cubic cell of edge a holds four atoms in fcc and two in bcc:

fcc: 4πw³/3 = a³/4, w/a = (3/16π)^(1/3) = 0.3908

bcc: 4πw³/3 = a³/2, w/a = (3/8π)^(1/3) = 0.4924

The nearest-neighbour distances are a/√2 = 0.7071a for fcc and √3a/2 = 0.8660a for bcc, so w/d is 0.5527 and 0.5685. With z = 12 and z = 8, the products z(w/d)¹⁰ are 0.03190 and 0.02823, and their square roots are 0.1786 and 0.1680. Hence

fcc: W_est ≈ 120 · 0.1786 ≈ 21

bcc: W_est ≈ 120 · 0.1680 ≈ 20

The estimate gives a width of about 20 and makes fcc slightly the wider.

**Exact solution: one bond**

Write ρ²Y_m(ρ̂) as a constant times a quadratic polynomial h_m(ρ) that obeys the Laplace equation. The tail is then the same constant times w³ h_m(r)/r⁵.

Near the other site the tail also obeys the Laplace equation. The Laplacian lowers the degree of each term of the Taylor series in ρ by two, so terms of different degree cannot cancel one another, and each degree must be harmonic by itself. A homogeneous harmonic polynomial of degree 2 is a pure l = 2 function. The l = 2 part of the tail is therefore its second-order Taylor term.

Let the bond lie along z, so that ρ = (x, y, ζ) and r = (x, y, d + ζ). If the second-order term of h_m(r)/r⁵ is c h_m(ρ)/d⁵, the tail contains

c w³ρ²Y_m/d⁵ = c (w/d)⁵ (ρ/w)² Y_m.

Comparison with the definition gives the matrix element −10c (w/d)⁵. There are three cases.

*δ orbitals.* For h = x² − y² the numerator is already of second order, so r⁻⁵ may be replaced by d⁻⁵. This gives c = 1. The orbital xy is the same function turned by 45° about the bond, and has the same c.

*π orbitals.* For h = xz the numerator is x(d + ζ). To first order r² = d² + 2dζ, so r⁻⁵ = d⁻⁵(1 − 5ζ/d). Then

xz/r⁵ = (x/d⁴)(1 + ζ/d)(1 − 5ζ/d) = x/d⁴ − 4xζ/d⁵ + higher orders.

The first term is a p wave, which the d-only model drops. The second gives c = −4. The orbital yz follows by a 90° turn about the bond.

*σ orbital.* For h = (3z² − r²)/2 the tail is symmetric about the bond. Its second-order term is an axially symmetric harmonic polynomial of degree 2, hence a multiple of h(ρ) = (3ζ² − ρ²)/2. The multiple can be read off on the axis x = y = 0, where h(ρ) = ζ² and

h(r)/r⁵ = (d + ζ)²/(d + ζ)⁵ = (d + ζ)⁻³ = d⁻³(1 − 3ζ/d + 6ζ²/d² − …).

This gives c = 6.

In each case the l = 2 part is proportional to the same orbital that produced the tail, so the matrix for a bond along z is diagonal. Its elements are

S_σ = −60 (w/d)⁵, S_π = +40 (w/d)⁵ (twice), S_δ = −10 (w/d)⁵ (twice).

For a bond in another direction, turn the coordinate axes. The five real harmonics then mix through a real orthogonal matrix U, and

S(R) = U S_z U^T,

where S_z is the diagonal matrix just found. Three consequences are needed. S(R) is symmetric. The traces of S(R) and S(R)² depend on d but not on direction. Finally, S(−R) = S(R), because l = 2 functions do not change under inversion, neither the tail as a function of r nor the polynomials in ρ. The terms for R and −R therefore combine to a cosine, S(k) is real and symmetric, and its eigenvalues are real.

The lattice sum converges absolutely: the number of sites between d and d + δd grows as d² δd, while S(R) falls as d⁻⁵. Sums and zone averages may therefore be interchanged.

**Exact solution: the two moments**

The trace of one bond matrix is

Tr S(R) = (−60 + 2·40 − 2·10)(w/d)⁵ = 0.

Every term of S(k) is traceless, so

Σ_i S_i(k) = Tr S(k) = 0 at every k.

This is stronger than a vanishing average over the zone: at each k the five levels are balanced about zero. With a linear P, the centre of the unhybridised d band lies at C whatever the structure.

For the mean square, the sum of the squared eigenvalues is the trace of the squared matrix:

<S²> = (1/5) <Tr S(k)²> = (1/5) Σ_R Σ_R' <e^{ik·(R+R')}> Tr[S(R)S(R')].

The zone average of e^{ik·T} for a lattice vector T is 1 if T = 0 and 0 otherwise. This leaves R' = −R, and with S(−R) = S(R)

<S²> = (1/5) Σ_{R≠0} Tr S(R)².

The trace for one bond is

Tr S(R)² = (60² + 2·40² + 2·10²)(w/d)¹⁰ = (3600 + 3200 + 200)(w/d)¹⁰ = 7000 (w/d)¹⁰.

Division by 5 completes part (a):

<S> = 0, <S²> = 1400 Σ_{R≠0} (w/d)¹⁰.

In the language of hopping, the second moment counts journeys from an atom to a neighbour and straight back. That is why each neighbour contributes separately and bond angles play no part. The result depends on ratios w/d alone, so uniform compression leaves it unchanged; the change of the energy width with volume sits in P.

**Exact solution: the rectangular width**

A rectangular density of states centred at zero has the constant value 1/W between −W/2 and W/2. Its mean is zero, and its mean square is

(1/W) ∫ s² ds = (1/W) · (2/3)(W/2)³ = W²/12.

Setting this equal to <S²> gives

W = √(12 <S²>) = [16800 Σ_{R≠0} (w/d)¹⁰]^(1/2).

The first three shells contribute as follows.

fcc: 12 atoms at 0.7071a give 0.031903; 6 at a give 0.000498; 24 at 1.2247a give 0.000263.

bcc: 8 atoms at 0.8660a give 0.028231; 6 at a give 0.005024; 12 at 1.4142a give 0.000314.

The sums over all shells are 0.032731 for fcc and 0.033751 for bcc. Therefore

fcc: <S²> = 1400 · 0.032731 = 45.8, W = √(12 · 45.82) = 23.4

bcc: <S²> = 1400 · 0.033751 = 47.3, W = √(12 · 47.25) = 23.8

The bcc width is the larger by about 1.5 per cent of the fcc value.

The order is decided by the second shell. With nearest neighbours alone, W would be 23.2 for fcc and 21.8 for bcc: the bcc neighbours are slightly closer in units of w, but there are only eight of them. The second bcc shell is just 15 per cent farther away than the first and supplies about 15 per cent of the sum. The second fcc shell is 41 per cent farther away and supplies 1.5 per cent. With two shells the widths are 23.3 and 23.6, and the order is already that of the full sums.

**Comparison of the estimate with the exact result**

For the nearest-neighbour shell, the estimate and the exact formula have the same dependence on z and w/d:

W_est = 120 √z (w/d)⁵, W = √16800 √z (w/d)⁵ = 129.6 √z (w/d)⁵.

The rule that squares add, assumed in the estimate, is what the zone average establishes. The closeness of the prefactors is partly luck. The estimate gave all five orbitals the σ strength 60, whereas the root mean square over the five is √1400 = 37.4; this makes the estimate too large by a factor 1.60. It also took the width as twice the root mean square, whereas a rectangle requires √12 = 3.46 times; this makes it too small by a factor 0.58. The product of the two factors is 0.93.

The rest of the difference comes from the omitted shells. In total the estimate is about 9 per cent below the exact W for fcc and 15 per cent below for bcc. The factor 0.93 is common to both lattices and cannot affect their order. The omitted shells can: leaving them out lowers W by about 1.3 per cent for fcc but by about 8.5 per cent for bcc, far more than the 1.5 per cent by which the exact widths differ. That is why the estimate orders them wrongly.

**What the rectangle leaves out**

W is an equivalent width, not the distance between the band edges. Numerical diagonalisation of S(k) on a mesh of 4096 k points, with each S(R) obtained by direct angular integration of the tail, reproduces the mean squares above and gives the lowest and highest eigenvalues on the mesh. The true edges lie at or beyond these values, so the spans are lower bounds:

fcc: from −16.4 to 10.9, a span of 27.3

bcc: from −16.2 to 12.3, a span of 28.5

These spans exceed W by about 17 and 20 per cent of W. Both bands reach farther below zero than above it, although their mean is zero; a rectangle centred at zero cannot show this.

The fourth moment gives another measure of shape. For a rectangle <s⁴> = W⁴/80, so <s⁴>/<s²>² = 144/80 = 1.80. The computed ratios are 1.91 for fcc and 1.74 for bcc. The two structures thus differ in the shape of the band as well as in its second moment, and a property that depends on where the levels lie within the band needs more than W.

The widths also belong to the d-only model. In a real metal, coupling to s and p waves shifts and mixes the d levels, and neither the zero trace at each k nor the value of W then holds for the full set of bands.

Computed results

```
All quantities dimensionless; lengths in units of a
bond sigma, pi, delta at w=d: -60.000, 40.000, -10.000
trace of S(R)^2 / 5 at w=d: 1400.000
fcc: w/a = 0.39080
fcc: shell 1: 12 atoms, d/a = 0.70711, w/d = 0.55267, term = 0.031903
fcc: shell 2: 6 atoms, d/a = 1.00000, w/d = 0.39080, term = 0.000498
fcc: shell 3: 24 atoms, d/a = 1.22474, w/d = 0.31908, term = 0.000263
fcc: sum of (w/d)^10, all shells = 0.032731
fcc: mean square from formula = 45.823
fcc: mean square from eigenvalues = 45.823
fcc: root mean square = 6.769
fcc: W from 1 shell, 2 shells, all = 23.15, 23.33, 23.45
fcc: lowest, highest eigenvalue on mesh = -16.4, 10.9
fcc: highest minus lowest = 27.3
fcc: mean(S^4)/mean(S^2)^2 = 1.91 (rectangle 1.80)
bcc: w/a = 0.49237
bcc: shell 1: 8 atoms, d/a = 0.86603, w/d = 0.56854, term = 0.028231
bcc: shell 2: 6 atoms, d/a = 1.00000, w/d = 0.49237, term = 0.005024
bcc: shell 3: 12 atoms, d/a = 1.41421, w/d = 0.34816, term = 0.000314
bcc: sum of (w/d)^10, all shells = 0.033751
bcc: mean square from formula = 47.252
bcc: mean square from eigenvalues = 47.252
bcc: root mean square = 6.874
bcc: W from 1 shell, 2 shells, all = 21.78, 23.64, 23.81
bcc: lowest, highest eigenvalue on mesh = -16.2, 12.3
bcc: highest minus lowest = 28.5
bcc: mean(S^4)/mean(S^2)^2 = 1.74 (rectangle 1.80)
k points per lattice: 4096
ratio W(bcc)/W(fcc) = 1.0155
```
